# Van der Pauw's Equation in a Perpendicular Magnetic Field

## The ambiguity to be removed

A metal film in a perpendicular magnetic field has two longitudinal quantities, $\rho_{xx}$ and $1/\sigma_{xx}$, which differ as soon as there is a Hall effect. A film coupon of irregular shape, with four small contacts on its edge, gives a sheet resistance through van der Pauw's equation at zero field. If the same recipe is used in a field without justification, one does not know which of the two quantities comes out, or whether the Hall voltage has spoiled both. For the copper film treated below, the two differ by 3.8% at 9 T, while the whole magnetoresistance is 15%.

The recipe gives $\rho_{xx}/t$, where $t$ is the film thickness. One reason is that the current pattern does not depend on the field. That alone is not enough, because the potential does change. The second reason is that no net current passes between the two voltage contacts.

## Local law and conventions

Let $\mathbf J$ be the sheet current density (current per unit width) and $\hat{\mathbf z}$ the film normal, along which the field $B$ is counted. In a film that is isotropic in its plane, the local linear law is

$$\mathbf E=\rho\,\mathbf J+h\,\hat{\mathbf z}\times\mathbf J,\qquad \rho=\frac{\rho_{xx}(B)}{t},\quad h=\frac{R_HB}{t}. \tag{1}$$

The Hall coefficient $R_H$ is negative for electrons. In components,

$$E_x=\rho J_x-hJ_y,\qquad E_y=hJ_x+\rho J_y .$$

To find $\sigma_{xx}$, set $E_y=0$. Then $J_y=-(h/\rho)J_x$, and the first equation becomes

$$E_x=\Big(\rho+\frac{h^2}{\rho}\Big)J_x,\qquad\text{so}\qquad \frac1{\sigma_{xx}}=\rho\Big(1+\frac{h^2}{\rho^2}\Big), \tag{2}$$

with $\sigma_{xx}$ the sheet conductivity.

The film is uniform, so $\rho$ and $h$ are constants. It has no holes. The point contacts $A,B,C,D$ lie on the edge in counterclockwise order, seen from the side to which $\hat{\mathbf z}$ points. The two measured resistances are

$$R_1=\frac{V_D-V_C}{I}\ \ (\text{current in at }A,\text{ out at }B),\qquad
R_2=\frac{V_A-V_D}{I}\ \ (\text{in at }B,\text{ out at }C).$$

**Claim.** At every field for which these assumptions hold,

$$e^{-\pi R_1/\rho}+e^{-\pi R_2/\rho}=1, \tag{3}$$

and the single positive root of this equation is $\rho=\rho_{xx}(B)/t$.

## The current pattern is independent of the field

In the steady state, charge conservation gives $\nabla\cdot\mathbf J=0$, and Faraday's law gives $\operatorname{curl}\mathbf E=0$, where curl means the $z$ component $\partial_xE_y-\partial_yE_x$. The curl of (1), with constant $\rho$ and $h$, is

$$0=\partial_x(hJ_x+\rho J_y)-\partial_y(\rho J_x-hJ_y)=\rho\,\operatorname{curl}\mathbf J+h\,\nabla\cdot\mathbf J .$$

The last term vanishes, so $\operatorname{curl}\mathbf J=0$. No current leaves through the free edge, so $\mathbf J\cdot\mathbf n=0$ there. Neither these equations nor the injected currents contain $\rho$ or $h$.

It remains to show that they fix $\mathbf J$. Let $\delta\mathbf J$ be the difference of two solutions with the same injected currents. It is curl-free in a film without holes, so $\delta\mathbf J=-\nabla\psi$ with single-valued $\psi$, and $\nabla^2\psi=0$. Green's identity gives

$$\int|\nabla\psi|^2\,dA=\oint\psi\,\partial_n\psi\,ds .$$

The free edge contributes nothing because $\partial_n\psi=0$. Around each contact, draw a small arc of radius $\varepsilon$. A point contact carrying current $I$ produces a flow of order $I/\varepsilon$ there and nothing more singular. These leading parts cancel in the difference. Hence $\psi$ stays bounded and $\partial_n\psi$ grows more slowly than $1/\varepsilon$, while the arc length shrinks as $\varepsilon$. The arc's contribution therefore tends to zero. It follows that $\nabla\psi=0$: the pattern $\mathbf J/I$ depends on the shape and the contact positions only.

Physically, charge builds up on the film until its field balances the sideways Hall force everywhere. In a uniform film with point contacts, this can be done without bending the flow.

## What the voltmeter reads

Integrate (1) along a path inside the film from $C$ to $D$:

$$V_D-V_C=-\int_C^D\mathbf E\cdot d\mathbf l=-\rho\int_C^D\mathbf J\cdot d\mathbf l-h\int_C^D(\hat{\mathbf z}\times\mathbf J)\cdot d\mathbf l .$$

For a path element $d\mathbf l=(dx,dy)$,

$$(\hat{\mathbf z}\times\mathbf J)\cdot d\mathbf l=-J_y\,dx+J_x\,dy=\mathbf J\cdot(dy,-dx).$$

The vector $(dy,-dx)$ is $d\mathbf l$ turned clockwise, so it points to the right of the path. The last integral is therefore the current $I_\times$ that crosses the path from left to right:

$$V_D-V_C=-\rho\int_C^D\mathbf J\cdot d\mathbf l-h\,I_\times . \tag{4}$$

With counterclockwise order, the region to the right of the path is bounded by the path and by the edge from $C$ to $D$. Current that enters this region must leave through a contact on that stretch of edge. There is none, so $I_\times=0$. The same holds for $R_2$, with a path from $D$ to $A$. Both resistances are thus $\rho(B)$ times a number fixed by geometry, and the ratio $R_1/R_2$ does not change with field.

The diagonal arrangement shows why this second argument is needed. Send current in at $A$ and out at $C$, and measure $V_D-V_B$. The edge from $B$ to $D$ now contains $C$, where $I$ leaves, so $I_\times=I$ and

$$\frac{V_D-V_B}{I}=\rho\,g-h, \tag{5}$$

with $g$ a geometric number. The current pattern is as independent of the field as before, yet the full Hall term appears.

## The equation for a half plane

Since $\mathbf J$ is curl-free, write $\mathbf J=-\nabla\chi$. With $I_\times=0$, equation (4) becomes $V_D-V_C=\rho(\chi_D-\chi_C)$.

Let the film fill $y>0$, with contacts at $a<b<c<d$ on the $x$ axis. A current $I$ entering at an edge point spreads over half circles of length $\pi r$. Its density is $I/(\pi r)$, directed radially, hence along the edge at the edge, as required. The corresponding $\chi$ is $-(I/\pi)\ln r$. With $I$ in at $a$ and out at $b$, a point $x$ on the edge has

$$\chi(x)=\frac I\pi\ln\frac{|x-b|}{|x-a|},$$

and therefore

$$R_1=\frac\rho\pi\left[\ln\frac{d-b}{d-a}-\ln\frac{c-b}{c-a}\right]=\frac\rho\pi\ln\frac{(d-b)(c-a)}{(d-a)(c-b)} .$$

With $I$ in at $b$ and out at $c$, $\chi(x)=(I/\pi)\ln(|x-c|/|x-b|)$, and

$$R_2=\frac\rho\pi\left[\ln\frac{c-a}{b-a}-\ln\frac{d-c}{d-b}\right]=\frac\rho\pi\ln\frac{(c-a)(d-b)}{(b-a)(d-c)} .$$

Multiplying by $-\pi/\rho$ and exponentiating gives

$$e^{-\pi R_1/\rho}+e^{-\pi R_2/\rho}=\frac{(d-a)(c-b)+(b-a)(d-c)}{(d-b)(c-a)} .$$

The numerator is

$$(cd-bd-ac+ab)+(bd-bc-ad+ac)=cd+ab-bc-ad=(d-b)(c-a),$$

so the sum is 1.

For example, contacts at 0, 1, 2.5 and 4 give $e^{-\pi R_1/\rho}=4(1.5)/[3(2.5)]=0.8$ and $e^{-\pi R_2/\rho}=1(1.5)/[3(2.5)]=0.2$. With $\rho=11.5$ mΩ, the logarithms give $R_1=0.817$ mΩ and $R_2=5.891$ mΩ. Integrating the full field (1) numerically along paths inside the film, with $h=-2.25$ mΩ included, gives the same values.

## Any other shape, and the root

A film without holes, bounded by a simple closed curve, can be mapped conformally onto the half plane, with its edge going to the $x$ axis in the same order. Place the point that goes to infinity away from the contacts. Three properties carry the result over:

- A harmonic $\chi$ remains harmonic under the map.
- Angles are preserved, so zero normal flow at the edge remains zero.
- Lengths stretch by a local factor $s$ while gradients shrink by $1/s$, so the current $\int\mathbf J\cdot\mathbf n\,ds$ through a small arc around a contact is unchanged.

The differences of $\chi$ between contacts are therefore those of the half plane, and (3) holds for the original shape.

Both exponentials in (3) are positive and add up to 1, so each is below 1 and $R_1,R_2>0$. For given positive resistances, each exponential rises steadily with $\rho$. Their sum goes from 0 at $\rho\to0$ to 2 at $\rho\to\infty$ and passes 1 once. That proves the claim.

If the contacts are placed so that $R_1=R_2=R$, equation (3) reads $2e^{-\pi R/\rho}=1$, so $\rho=\pi R/\ln2$. Because $R_1/R_2$ is fixed, this short form stays valid when the field is turned on.

## A geometry that measures the other quantity

Consider a ring with one electrode around its inner edge and one around its outer edge. By symmetry the azimuthal field $E_\theta$ vanishes. With $\hat{\mathbf z}\times\hat{\mathbf r}=\hat{\boldsymbol\theta}$ and $\hat{\mathbf z}\times\hat{\boldsymbol\theta}=-\hat{\mathbf r}$, (1) gives

$$0=\rho J_\theta+hJ_r,\qquad E_r=\rho J_r-hJ_\theta=\Big(\rho+\frac{h^2}\rho\Big)J_r=\frac{J_r}{\sigma_{xx}} .$$

Here symmetry forbids an azimuthal field that could balance the Hall force, the current spirals, and the resistance is set by $1/\sigma_{xx}$. At large $|h|/\rho$ the two geometries give very different numbers for the same film.

## Worked example: a copper film at 9 T

Take a 200 nm copper film near 4 K, with rough round parameters: resistivity 0.20 µΩ·cm at zero field and 0.23 µΩ·cm at 9 T, and $R_H=-5\times10^{-11}$ m³/C. Then

$$\rho(0)=\frac{0.20\times10^{-8}}{200\times10^{-9}}\ \Omega=10.0\ \text{mΩ},\qquad \rho(9\,\mathrm T)=11.5\ \text{mΩ},$$

$$h=\frac{(-5\times10^{-11})(9)}{200\times10^{-9}}\ \Omega=-2.25\ \text{mΩ},\qquad \frac h\rho=-0.196 .$$

From (2), $1/\sigma_{xx}=11.5\,(1+0.196^2)=11.94$ mΩ.

The coupon has four curved sides and is about 10 mm across. Its points are $x=L(u+0.2v^2)$, $y=L[v(1-u/4)+0.15\sin\pi u]$, with $L=10$ mm and $u,v$ between 0 and 1. The contacts $A,B,C,D$ sit at $(u,v)=(0.2,0),(1,0.4),(0.7,1),(0,0.6)$. A finite-element solution of the conduction problem with the full tensor gives:

- at 0 T, $R_1=5.037$ mΩ and $R_2=0.7325$ mΩ;
- at 9 T, $R_1=5.792$ mΩ and $R_2=0.8424$ mΩ.

The last digit carries mesh error: the converged values are 5.036 and 0.7323 mΩ at 0 T, and 5.792 and 0.8421 mΩ at 9 T. Both resistances have grown by the factor 1.15, as $\rho$ has. The root of (3) at 9 T is 11.502 mΩ, as one sees by inserting it:

$$e^{-\pi(5.7923)/11.502}+e^{-\pi(0.8424)/11.502}=0.2055+0.7945=1 .$$

It differs from the input $\rho$ by 0.014%, which is mesh error, and lies well away from 11.94 mΩ. Times the thickness, it is 0.23 µΩ·cm.

A harder test keeps $\rho=11.5$ mΩ and sets $h/\rho=2$, where $1/\sigma_{xx}=5\rho$. The root is then off by $-0.047$% on a coarse mesh and $-0.012$% on one twice as fine. More than 1.5 mm from the current contacts, the computed current density differs from its zero-field pattern by 0.1% (root mean square). The exact difference is zero, so this remainder is mesh error. The potential divided by $\rho$ does change: over all mesh points, the standard deviation of its change is 145% of the standard deviation of its zero-field values.

The diagonal resistance goes from 4.304 to 7.200 mΩ. By (5), $-h=7.200-1.15(4.304)=2.25$ mΩ, the input value.

## Where the result fails

**Wide contacts.** A highly conducting contact lying along $x$ forces $E_x=0$, hence $J_x=(h/\rho)J_y$. The current enters at an angle set by the field, so the pattern changes. With 1 mm contacts on this coupon, the root is off by about $-0.5$% at 0 T, $-0.15$% at $+9$ T and $-0.75$% at $-9$ T, each relative to point contacts at the same field. These are converged values; the uniform mesh of the worked example overstates each by nearly 0.1 percentage point, because it resolves the contact ends poorly. Averaging the two field directions gives about $-0.45$%: most of the field-dependent part cancels here, and the zero-field error stays. With contacts twice as long and $h/\rho=\pm2$, the root shifts from its zero-field value by roughly $+1$% and $+7$% on the mesh used here. These two figures are only indicative: near one end of each contact the potential then varies as the 0.15 power of the distance, which a uniform mesh resolves slowly. The shifts for the two field directions do not cancel, so averaging is then no cure.

**Uneven thickness.** Assume that $\rho$ and $h$ both vary as $1/t$, although surface scattering can make $\rho$ vary more steeply in a thin film. Their ratio is then constant, and the curl of (1) gives

$$\operatorname{curl}\mathbf J=-(\nabla\ln\rho\times\mathbf J)_z-\frac h\rho\,\nabla\ln\rho\cdot\mathbf J .$$

The last term makes the pattern depend on field. A thickness running from 5% below to 5% above its middle value over 10 mm changes the inferred ratio $\rho(9\,\mathrm T)/\rho(0)$ by 0.4% for one field direction. To first order in the thickness variation this change is proportional to $h$, so it reverses sign with the field, and averaging the two directions removes most of it.

**Holes.** Around a hole, $0=\oint\mathbf E\cdot d\mathbf l=\rho\oint\mathbf J\cdot d\mathbf l$, because no current flows into the hole. The uniqueness argument survives, and so does the field-independent pattern. The map to the half plane does not. A hole of 2 mm radius in the middle makes the root roughly 80% too large already at zero field. A constant $R_1/R_2$ is thus a necessary sign of a sound sample, not a sufficient one.

**Probes inside the edge.** Current can pass between such a probe and the edge, so $I_\times\neq0$ in (4). With probe $D$ moved inward by a fifth of the coupon width, $R_1/\rho$ at $h/\rho=2$ differs by nearly 70% from the zero-field value measured with the same displaced probe.

## The model beside a real film

The chosen resistivity belongs to a clean film at low temperature. Copper at room temperature has roughly 1.7 µΩ·cm, so its Hall ratio at the same field is about seven times smaller, and the distinction between $\rho$ and $1/\sigma_{xx}$ then hardly matters. Free-electron estimates for the example give a mean free path of about 330 nm and a cyclotron radius of about 1 µm. The mean free path is an effective value, found from the film resistivity. It exceeds the thickness, so $\rho$ is a property of this film, surface scattering included, and not of bulk copper. Both lengths are far below the 1 mm contact length, which supports a local sheet law. With the scattering time that belongs to this mean free path, the scattering damping factor of Landau oscillations is $7\times10^{-5}$; thermal smearing at 4 K adds a further factor of order $10^{-2}$. If much of the scattering happens at the surfaces, the damping can be far weaker. Any such oscillations would be part of $\rho(B)$ itself, and (3) would still apply. The scale of weak localization is $10^{-7}$ of the conductance. At 10 mA, the self-field is about 6 µT and the heating scale $I^2\rho$ about 1 µW, not counting the extra heating where the current crowds at the contacts. If the coupon has no holes and its probes sit on the edge, contact length and uneven thickness matter most among the departures sized here: each moves the result by some tenths of a percent, against a magnetoresistance of 15%.

## Numbers as computed

```
film thickness 200 nm, field 9.0 T
resistivity at 0 T 0.20, at 9 T 0.23 uohm cm
Hall coefficient -5.0e-11 m^3/C
sheet resistance at 0 T, input 10.000 mohm
sheet resistance at 9 T, input 11.500 mohm
Hall sheet resistance at 9 T, input -2.250 mohm
Hall ratio hall/rho at 9 T -0.1957
1/sigma_xx of the sheet at 9 T 11.940 mohm
contact A at x = 2.00 mm, y = 0.88 mm
contact B at x = 10.32 mm, y = 3.00 mm
contact C at x = 9.00 mm, y = 9.46 mm
contact D at x = 0.72 mm, y = 6.00 mm
R1, R2 at 0 T: 5.0367, 0.7325 mohm
R1, R2 at 9 T: 5.7923, 0.8424 mohm
two exponentials at the 9 T root: 0.2055, 0.7945
van der Pauw root at 0 T 10.001 mohm
van der Pauw root at 9 T 11.502 mohm
root error at 9 T 0.014 %
root error, Hall ratio 2: coarse mesh -0.047 %
root error, Hall ratio 2: fine mesh -0.012 %
current pattern change, 0 to 9 T 0.026 %
current pattern change, 0 to Hall ratio 2 0.105 %
potential change (over rho), 0 to Hall ratio 2 145 %
diagonal resistance at 0 T 4.3043, at 9 T 7.2000 mohm
Hall sheet resistance from diagonal -2.2501 mohm
half plane R1, R2 by path integral 0.8168, 5.8914 mohm
inner probe, Hall ratio 2: R1/rho changes by 69 %
hole of radius 2.0 mm: root error at 0 T 78.3 %
hole: pattern change, 0 to Hall ratio 2 2.18 %
30 % wedge: pattern change, 0 to Hall ratio 2 16 %
5 % wedge: error of the 9 T to 0 T ratio 0.395 %
wide contacts, Hall ratio +2, -2: root shift from zero field 1.0, 7.4 %
example contact length, mean 1.00 mm
example contacts: root error at 0 T -0.56 %
example contacts: root error at +9 T, -9 T -0.22, -0.83 %
mean free path at 0 T 329 nm
cyclotron radius at 9 T 995 nm
cyclotron frequency times scattering time 0.33
Landau oscillation damping factor 7.4e-05
weak localization, relative size 1.4e-07
self-field at 10 mA 6.3 uT
heating scale at 10 mA 1.15 uW
```
